Peak Temperature of a Metallic Contact from Its Voltage

A metallic contact carries a steady current between two electrodes held at the same absolute temperature T0. If V is the voltage between them and L is the Lorenz number, the hottest point of the contact has the temperature T_max given by

T_max² = T0² + V²/(4L).   (1)

The shape, the size and the resistivity of the contact do not appear. With sinks at 300 K and 80 mV across the contact, the peak is 394 K.

Two derivations follow. The first treats the metal as a continuum with a local temperature. The second follows electrons that never exchange energy on their way through.

**First derivation: charge and heat balance**

Let φ be the potential that a voltmeter reads, equal to +V/2 on one electrode and −V/2 on the other. The assumptions are these.

- The state is steady, and each electrode surface has one potential and the temperature T0.
- The rest of the surface passes neither charge nor heat.
- Thermoelectric effects are absent.
- The electrical conductivity σ and the thermal conductivity κ obey the Wiedemann-Franz law κ = LσT everywhere, with one constant L.

The conductivity σ may vary from place to place and with temperature.

The current density is J = −σ∇φ, and charge does not accumulate:

∇·(σ∇φ) = 0.   (2)

The heat flux is −κ∇T. Its divergence equals the Joule heat J²/σ = σ|∇φ|², so

∇·(κ∇T) + σ|∇φ|² = 0.   (3)

Both terms can be written as divergences of σ times a gradient. For the Joule heat, the product rule gives

∇·(σφ∇φ) = σ|∇φ|² + φ∇·(σ∇φ).

The last term vanishes by (2), and φ∇φ = ½∇(φ²). Therefore

σ|∇φ|² = ½∇·(σ∇φ²).

For the conduction term, the Wiedemann-Franz law and T∇T = ½∇(T²) give

κ∇T = LσT∇T = ½Lσ∇T².

Inserting both in (3) and multiplying by 2 leaves

∇·(σ∇ψ) = 0, with ψ = LT² + φ².   (4)

On either electrode φ² = V²/4 and T = T0, so ψ has the same value on both:

ψ0 = LT0² + V²/4.

On the insulated surface the normal derivatives of φ and T vanish, and so does that of ψ. To show that ψ equals ψ0 throughout, multiply (4) by ψ − ψ0 and integrate over the volume by parts. The surface term vanishes on the electrodes because ψ = ψ0 there, and elsewhere because no flux of ψ crosses the surface. What remains is

∫ σ|∇ψ|² dV = 0.

Since σ is positive, ∇ψ = 0 and ψ = ψ0. The dependence of σ on temperature does no harm: for any steady solution, σ is some positive function of position, and the argument needs no more. Solving ψ = ψ0 for the temperature gives

T² = T0² + (V²/4 − φ²)/L.   (5)

The potential runs continuously from +V/2 to −V/2 and therefore passes through zero inside the contact. There T² is largest, and (5) becomes (1).

The resistivity drops out because it governs heating and cooling alike. At a given potential distribution, doubling σ everywhere doubles the Joule heat and also doubles the ability to carry it away.

Equation (1) has two simple limits. Write T_max² − T0² = (T_max − T0)(T_max + T0). For a small rise the second factor is nearly 2T0, so

T_max − T0 ≈ V²/(8LT0).

For a large voltage T0² is negligible and T_max ≈ V/(2√L), or 3.2 K for each millivolt.

A numerical solution of (2) and (3) tests the result on an irregular shape. The conductor is a strip twice as long as it is wide, with a notch that leaves 40 % of the width, a conductivity that varies with position and temperature, and electrodes of unlike width. At 0.2 V and T0 = 300 K the grid gives a peak of 706.60 K, and (1) gives 706.63 K. The largest deviation of T² from (5) is 1.6×10⁻⁴ of the squared rise V²/(4L).

**Second derivation: electrons that keep their energy**

Now let electrons scatter elastically or not at all. An electron found inside the contact still has the energy with which it left an electrode. Let p be the probability, averaged over directions, that it came from electrode A, and 1 − p that it came from electrode B. Assume that p and the density of states do not depend on energy over the range that matters, a few k_BT0 plus eV, where k_B is the Boltzmann constant and e the elementary charge.

Let E be the total electron energy, potential energy included. The electrodes emit Fermi distributions f_A and f_B at temperature T0, with levels μ_A = +eV/2 and μ_B = −eV/2; A is the negative electrode. The local distribution is

f = p f_A + (1 − p) f_B.   (6)

It has two steps and is not a thermal distribution, but it has a definite energy content. First find the level μ of the zero-temperature distribution with the same number of electrons. With a constant density of states, a Fermi function holds as many electrons as a sharp step at its own level, so

μ = pμ_A + (1 − p)μ_B = (p − ½)eV.   (7)

A voltmeter reads φ = −μ/e.

Let θ be the unit step. The excess energy over the sharp distribution, per unit density of states, is

C = ∫ (E − μ)[f − θ(μ − E)] dE.

Consider first one Fermi function f_i with level μ_i. Split the bracket into f_i − θ(μ_i − E) and θ(μ_i − E) − θ(μ − E). In the first part write E − μ = (E − μ_i) + (μ_i − μ). The constant μ_i − μ contributes nothing, because the electron numbers agree. With u = (E − μ_i)/(k_BT0), electrons above the level and holes below it contribute equally:

2(k_BT0)² ∫₀^∞ u du/(e^u + 1) = 2(k_BT0)² (1 − 1/4 + 1/9 − …) = (π²/6)(k_BT0)².

The series comes from expanding 1/(e^u + 1) in powers of e^(−u); its sum is π²/12. The second part is the integral of E − μ from μ to μ_i, which is (μ_i − μ)²/2.

For the mixture (6), the levels lie at μ_A − μ = (1 − p)eV and μ_B − μ = −p eV. The weighted squares add to

p(1 − p)² + (1 − p)p² = p(1 − p),

and therefore

C = (π²/6)(k_BT0)² + ½p(1 − p)(eV)².

A thermal distribution at temperature T has C = (π²/6)(k_BT)². Define the local T as the temperature with the same energy content. Dividing by π²k_B²/6 gives

T² = T0² + p(1 − p)V²/L, with L = (π²/3)(k_B/e)².   (8)

By (7), φ = −(p − ½)V, so p(1 − p) = ¼ − φ²/V². Equation (8) is then the same as (5). The peak lies where half the electrons come from each side, p = ½, and it is again (1).

The constant L that appeared here is the Lorenz number. In a temperature gradient at fixed μ, electrons at energy E carry a current driven by the change of f, and each carries the heat E − μ. With σ independent of energy, the heat conductivity is

κ = (σ/(e²T)) ∫ (E − μ)²(−∂f/∂E) dE = σT(k_B/e)² ∫ u²(−df/du) du.

Integration by parts turns the last integral into 4∫₀^∞ u du/(e^u + 1) = π²/3. Hence κ = LσT with L = 2.443×10⁻⁸ V²/K².

**What each derivation assumes**

The first derivation needs a local temperature and the Wiedemann-Franz law, but it does not ask how electrons come to equilibrium. Its L may be a measured constant. It requires a contact much larger than the mean free path, since it uses local conductivities.

The second needs neither local equilibrium nor frequent scattering, and it covers a ballistic contact. It requires that electrons exchange no energy inside, and it fixes L at the value in (8). Its T measures energy content, and the lattice need not share it.

The two agree because they count the same energy. Suppose electrons diffuse, with σ independent of energy, and also collide with one another. At each energy, ∇·(σ∇f) is balanced by collisions. Multiply by E and integrate over E. Collisions between electrons conserve energy and drop out, so

∇·(σ∇U) = 0, U = ∫ E[f − θ(−E)] dE = C + μ²/2.

The second form of U follows from the same splitting of steps as before, now with zero as the reference level. Insert C = (π²/6)(k_BT)² and μ = −eφ:

2U/e² = LT² + φ² = ψ.

The function ψ of the first derivation is thus the electron energy, up to a constant factor. Collisions between electrons reshape the distribution without changing this sum. Exchange with the lattice also cancels in the steady state if the lattice conducts no heat, since it must then return at each point what it receives.

**When the conditions are relaxed**

*Unequal sinks.* Let the electrodes at +V/2 and −V/2 have temperatures T1 and T2. Since φ itself obeys (2), ψ = A + Bφ solves (4), and the two end values fix

A = L(T1² + T2²)/2 + V²/4, B = L(T1² − T2²)/V.

Then LT² = A + Bφ − φ² is largest at φ = B/2, where it equals A + B²/4:

T_max² = (T1² + T2²)/2 + V²/(4L) + L(T1² − T2²)²/(4V²).

This holds if |B| ≤ V, so that φ = B/2 occurs inside; otherwise the hotter electrode is the hottest place.

*Heat loss.* Let the metal lose heat h(T − T0) per unit volume to surroundings at T0, with h ≥ 0. Equation (3) then has h(T − T0) on its right side, and (4) becomes

∇·(σ∇ψ) = 2h(T − T0).

Joule heating keeps T ≥ T0: at an interior minimum below T0 the loss term would be a gain, and nothing could balance it. The right side is therefore not negative, and by the maximum principle ψ cannot exceed its electrode value ψ0. Equation (1) becomes an upper bound. In the notched strip at 0.2 V, a strong loss lowers the grid peak from 707 K to 509 K.

*Lattice conduction.* In a uniform metal let κ/σ = g(T), and define F(T) as the integral of g from T0 to T. Then κ∇T = σ∇F, and the steps that led to (5) now give F = (V²/4 − φ²)/2. At the peak,

∫ g(T) dT from T0 to T_max = V²/8.   (9)

For g = LT this is (1). A lattice conductivity κ_l adds κ_l/σ to g, so the integral reaches V²/8 at a lower temperature.

*Thermopower.* With a Seebeck coefficient S, the current is J = −σ(∇φ + S∇T), and the conserved energy flux is φJ + STJ − κ∇T. If S is constant, the same at every place and temperature, put Φ = φ + ST. Then J = −σ∇Φ and the energy flux is ΦJ − κ∇T, as without thermopower. The ends still differ by V in Φ, because their temperatures are equal, so the peak is unchanged.

Now let S = aT, with a constant. Take one dimension and measure position by the resistive voltage ξ, with dξ = J dx/σ = −dφ − S dT, which runs from 0 to V. Setting the derivative of the energy flux to zero gives

−J²/σ + aTJ dT/dx − d(κ dT/dx)/dx = 0.

Replace d/dx by (J/σ)d/dξ, use κ = LσT, and divide by J²/σ. With primes for d/dξ,

(T²)″ − (a/L)(T²)′ = −2/L.

The solution that equals T0² at both ends is, with b = a/L,

T² = T0² + (2/a)[ξ − V(e^(bξ) − 1)/(e^(bV) − 1)].

Its maximum lies where e^(bξ) = (e^(bV) − 1)/(bV).

The same T²(ξ) holds for any shape, with ξ = V/2 − φ − a(T² − T0²)/2. Then J = σ∇ξ, and since ∇·(σ∇ξ) = 0, the conduction term becomes ∇·(κ∇T) = ½Lσ|∇ξ|²(T²)″. Dividing the energy balance by σ|∇ξ|² gives the same equation for T², with the same end values.

**A microrelay contact**

Take a closed contact in an on-chip microrelay with a hard metal film, touching at one circular spot. The inputs are rough: radius a_s = 100 nm, resistivity 10 µΩ cm at 300 K, of which 30 % does not depend on temperature and the rest is proportional to T. The sinks are at 300 K and the contact voltage is 80 mV. Then

V²/(4L) = (0.080 V)²/(4 × 2.443×10⁻⁸ V²/K²) = 65 493 K²,

T_max = √(90 000 + 65 493) K = 394 K = 121 °C.

The rise is 94 K. The small-voltage formula gives 109 K, about 16 % more, because it replaces T_max + T0 by 2T0. By (5) the metal is at 389 K where φ = 10 mV, 373 K at 20 mV and 344 K at 30 mV. Half of the voltage therefore drops in metal at 373 K or hotter.

The current does depend on size and resistivity. First find the cold resistance, taking the metal on both sides to be thick and wide compared with the spot. Let current enter a half-space of resistivity ρ through the disc with density I/(2πa_s√(a_s² − r²)), whose integral over the disc is I. A surface element carrying dI produces the potential ρ dI/(2πs) at distance s. To sum over the disc, draw all chords through the chosen point. The area element is s ds dα, and s cancels. On a chord of half-length c, with t measured from its midpoint, a_s² − r² = c² − t², and the integral of dt/√(c² − t²) from −c to c is π. Integrating the chord angle over π gives π² for every point of the disc. The potential is thus uniform, as it must be on the plane of symmetry:

ρI/(4π²a_s) × π² = ρI/(4a_s).

Two half-spaces in series give R = ρ/(2a_s) = 0.50 Ω.

When the contact is hot, T is a function of φ by (5), and so is σ. Define v by dv = [σ(T(φ))/σ(T0)] dφ. Then J = −σ(T0)∇v, and v obeys the cold equations with the end difference ∫[σ(T(φ))/σ(T0)] dφ in place of V. The current is the cold current times the average of σ(T(φ))/σ(T0) over the potential, here 0.872. The hot resistance is 0.50 Ω/0.872 = 0.573 Ω, the current 140 mA and the power 11.2 mW.

These inputs describe a small, clean spot in thick metal. In a film not much thicker than the spot radius the resistance differs: it is higher if the film lies on an insulator and the current must spread sideways, and lower if the film lies on a better-conducting metal. Heat lost to a cool substrate lowers the peak. The mean current density over the spot is about 440 MA/cm². Real contacts may touch at several spots and carry surface films. Several clean metallic spots between the same sinks share the peak (1), but a film that does not obey κ = LσT lies outside the model, and its effect is not estimated here.

The other departures can be sized, each with the remaining inputs held fixed. A rough lattice heat conductivity of 5 W/(m K), beside 73 W/(m K) for the electrons, lowers the peak by (9) to 389 K. A Lorenz number 10 % lower raises it to 403 K, and one 10 % higher lowers it to 387 K. Warming one sink to 310 K gives 398 K. A thermopower aT of 5 µV/K at 300 K shifts the peak by −3 mK, provided both members are the same metal. Unlike metals release or absorb Peltier heat at the spot, at first order in the difference of their S; for equal resistivities, a difference of 5 µV/K moves the peak by about 3 K, up or down with the direction of the current.

For gas cooling, take a disc of ten spot radii at the peak temperature, facing gas of conductivity 0.026 W/(m K). The half-space result above, applied to heat, gives a loss of 4 × 0.026 W/(m K) × 1 µm × 94 K, which is 0.09 % of the power.

The mean free path is roughly 10 nm. To see what this means for the resistance, let N be the density of states and v_F the Fermi speed. A ballistic opening passes the current density e²Nv_FV/4, where ¼ is the average of the forward direction cosine over all directions. The bulk conductivity is e²Nv_Fℓ/3, where ⅓ is the average squared cosine. The ballistic resistance is therefore 4ρℓ/(3πa_s²), and its ratio to ρ/(2a_s) is 8ℓ/(3πa_s) = 0.085. The spot is mainly diffusive, and neglecting the ballistic part changes the current by a few percent, somewhat less than this ratio, because the two resistances do not simply add. For electrons without energy exchange, (8) gives 394 K in the ballistic limit too.

Electrons that enter a lattice of given temperature approach that temperature over the length √(κ/G), which follows from balancing κ∇²T against G times their temperature difference. With a rough G = 3×10¹⁷ W/(m³ K) it is 16 nm, well below the spot radius. The first derivation therefore fits this contact better than the second, though the lattice peak may be slightly smoothed.

Equation (1) also needs time. With a rough heat capacity c of 3 J/(cm³ K), heat diffuses across one spot radius in about a_s²c/κ = 0.4 ns. For pulses of this length the steady result does not apply. The last part of the rise is slow, because heat must also spread into the metal around the spot. For a small rise with constant properties, about 7 % is still missing after 40 ns and 2 % after 0.4 µs. These figures need metal that extends beyond the diffusion length √(κt/c), about 1 µm at 40 ns and 3 µm at 0.4 µs; in thinner films the substrate sets the late approach. For pulses much longer than that, (1) applies with T0 taken as the actual sink temperature, provided the sinks change slowly. The remaining values are in the numerical output.

Table of computed values

```
Lorenz number: 2.4430e-08 V^2/K^2
-- field solution, notched graded strip --
test voltage: 0.200 V
peak, grid: 706.60 K
peak, law: 706.63 K
potential at grid peak: -1.35 mV
largest field error / squared rise: 1.55e-04
peak with heat loss, grid: 508.54 K
ends 400 and 300 K at 80 mV, grid: 441.78 K
ends 400 and 300 K at 80 mV, law: 441.78 K
lattice ratio 0.3 at 0.2 V, grid: 642.66 K
lattice ratio 0.3 at 0.2 V, law: 642.65 K
hot/cold current at 0.2 V, grid: 0.6127
hot/cold current at 0.2 V, law: 0.6126
-- microrelay contact: rough inputs --
sink temperature: 300.0 K
contact voltage: 80.0 mV
spot radius: 100.0 nm
resistivity at 300 K: 10.0 uOhm cm
residual share of resistivity at 300 K: 0.30
-- microrelay contact: results --
V^2/(4L): 65493.1 K^2
peak temperature: 394.33 K = 121.18 C
temperature rise: 94.33 K
small-voltage estimate of rise: 109.16 K
large-voltage slope: 3.1990 K/mV
temperature at phi = 10 mV: 389.10 K
temperature at phi = 20 mV: 372.99 K
temperature at phi = 30 mV: 344.46 K
cold spot resistance: 0.5000 Ohm
hot/cold current factor: 0.8719
hot spot resistance: 0.5734 Ohm
current: 139.51 mA
power: 11.161 mW
mean current density: 444.1 MA/cm2
-- neglected effects, rough inputs --
electronic heat conductivity at 300 K: 73.29 W/(m K)
lattice heat conductivity: 5.0 W/(m K)
peak with lattice conduction: 389.18 K
peak if L is 10% lower: 403.45 K
peak if L is 10% higher: 386.70 K
peak, one sink at 310 K: 398.22 K
thermopower at 300 K: 5.0 uV/K
peak shift from S = aT: -3.435 mK
gas heat conductivity: 0.026 W/(m K)
gas loss / power, disc of 10 radii: 8.79e-04
mean free path: 10.0 nm
Sharvin / cold spot resistance: 0.0849
energy-content temperature, ballistic: 394.33 K
electron-lattice coupling: 3.0e+17 W/(m3 K)
electron-lattice length: 15.6 nm
heat capacity: 3.0 J/(cm3 K)
thermal time a^2 c/kappa: 0.409 ns
```
